# Negative Grueneisen parameters of transverse chain modes: the tension effect

## What symmetry fixes

In a model of central pair forces, the energy of a bond between two atoms depends on their distance $r$ alone. Call it $\phi(r)$. Turning the bond without changing its length costs no energy, and the force along it has magnitude $\phi'(r)$, counted positive when the bond pulls its ends together.

Take a bond of length $a$ along $x$ and displace one end sideways by a small distance $d$. The bond turns through an angle of about $d/a$, so its pull acquires a sideways component $\phi'(a)\,d/a$, directed back towards the axis. The transverse spring constant of the bond is therefore

$$\kappa_T=\frac{\phi'(a)}{a}.$$

This is a force divided by a length, as a spring constant must be. The curvature $\phi''$ is absent because, to first order in $d$, the bond turns without stretching. Sideways stiffness comes from tension, as in a guitar string.

The sign of the Grueneisen parameter then depends on how $\phi'(a)/a$ responds to expansion. The numerator and the denominator both change, and while $\phi'$ and $\phi''$ are both positive they act in opposite directions.

## The chain and its two kinds of mode

Let $N$ identical atoms of mass $m$ form a straight chain of spacing $a$, with forces between nearest neighbours. The chain is periodic, its total length is held at $Na$, and the atoms may move in three dimensions. Holding it at rest takes an external pull $\phi'(a)$.

For one bond, let $s$ be the difference of the neighbours' displacements along the chain and $d$ the size of the difference across it. The bond length is

$$r=\sqrt{(a+s)^2+d^2}\simeq a+s+\frac{d^2}{2a},$$

up to terms of third order in the displacements. Expanding the energy to second order gives

$$\phi(r)\simeq\phi(a)+\phi'(a)\,s+\frac{\phi'(a)}{2a}\,d^2+\frac{\phi''(a)}{2}\,s^2 .$$

The total length is fixed, so the differences $s$ add up to zero over the chain and the linear term drops out. No product of $s$ and $d$ remains, so longitudinal and transverse motions are independent at this order. Their spring constants are $\kappa_L=\phi''(a)$ and $\kappa_T=\phi'(a)/a$.

For a displacement $y_n$ of atom $n$ in either kind of motion, with the matching $\kappa$,

$$m\ddot y_n=\kappa\,(y_{n+1}-2y_n+y_{n-1}).$$

Inserting $y_n=A\,e^{i(kna-\omega t)}$ and dividing by the common factor gives

$$-m\omega^2=\kappa\,(e^{ika}+e^{-ika}-2)=-4\kappa\sin^2\frac{ka}{2},$$

and hence

$$\omega_T^2=\frac4m\,\frac{\phi'(a)}{a}\,\sin^2\frac{ka}{2},\qquad
\omega_L^2=\frac4m\,\phi''(a)\,\sin^2\frac{ka}{2}.$$

There are two transverse branches, one for each direction across the chain.

## The Grueneisen parameter and its two contributions

For a chain the natural measure of size is its length, so define

$$\gamma=-\frac{d\ln\omega}{d\ln a}.$$

A negative $\gamma$ means that the frequency rises on expansion. If a three-dimensional body expands isotropically, $V\propto a^3$ and $d\ln V=3\,d\ln a$; the parameter defined with volume is then one third of this one.

As the chain is stretched, a given mode keeps its number of waves $j$ around the ring. Then $ka=2\pi j/N$ stays constant, and so does the sine. Since $\omega$ goes as the square root of $\kappa$, each transverse mode other than the uniform translation $k=0$ has

$$\gamma_T=-\frac12\,\frac{d\ln(\phi'/a)}{d\ln a}
=-\frac12\left(\frac{a\phi''}{\phi'}-1\right)
=-\frac12\,\frac{a\phi''}{\phi'}+\frac12 .$$

The first term is the growth of tension: a longer bond pulls harder, which raises the frequency. The second is the growth of length: in a longer bond the same sideways displacement makes a smaller angle, which lowers the frequency.

For a chain under tension, $\phi'>0$, the result is

$$\gamma_T<0\quad\text{if and only if}\quad \phi''>\frac{\phi'}{a}.$$

Tension alone is thus not enough. It must grow by a larger fraction than the length does.

The longitudinal modes follow a different rule,

$$\gamma_L=-\frac12\,\frac{d\ln\phi''}{d\ln a}=-\frac{a\phi'''}{2\phi''},$$

which is positive for a bond whose curvature falls on stretching.

## Weighing the contributions in two simple springs

**A spring of zero rest length.** Let $\phi'=Kr$. Tension and length grow by the same fraction, so $a\phi''/\phi'=1$ and $\gamma_T=0$. The chain is tense, yet its transverse frequencies do not change with length.

**A harmonic bond of rest length $r_0$.** Let $\phi'=K(r-r_0)$, and write $\delta=a-r_0$ for the stretch. Then $\phi''=K$, and

$$\gamma_T=\frac12\left(1-\frac{a}{\delta}\right)=\frac12\,\frac{\delta-a}{\delta}=-\frac{r_0}{2\delta}.$$

For a 5 % stretch this is $-1/(2\times0.05)=-10$. Meanwhile $\gamma_L=0$, since $\phi'''=0$. The transverse parameter is large although the bond is perfectly harmonic. The reason is the rest length: tension starts from zero at $r_0$, so a further extension raises it by a much larger fraction than the length: at 5 % stretch, 1 % more length adds 21 % to the tension.

## The contribution of bond softening

A real bond softens as it is stretched. For small $\delta$, write $K=\phi''(r_0)$ and $g=\phi'''(r_0)$, with $g<0$. Then

$$\phi'\simeq K\delta\left(1+\frac{g\delta}{2K}\right),\qquad
\phi''\simeq K\left(1+\frac{g\delta}{K}\right).$$

Dividing, and keeping the first correction in $\delta$,

$$\frac{a\phi''}{\phi'}\simeq\frac{a}{\delta}\left(1+\frac{g\delta}{2K}\right)
\simeq\frac{r_0}{\delta}+1+\frac{r_0g}{2K},$$

where $a=r_0+\delta$ was used and terms that vanish with $\delta$ were dropped. Therefore

$$\gamma_T\simeq-\frac{r_0}{2\delta}-\frac{r_0g}{4K}.$$

The second term is positive, and it is half the value of $\gamma_L$ at $r_0$. Softening thus works against the negative sign. It is the same anharmonicity that makes $\gamma_L$ positive.

## A worked chain

Take the Morse bond

$$\phi(r)=D\left[(1-q)^2-1\right],\qquad q=e^{-\alpha(r-r_0)},$$

with $D=2.0\times10^{-19}$ J, $\alpha=1.5\times10^{10}$ m$^{-1}$, $r_0=2.5\times10^{-10}$ m and $m=5.0\times10^{-26}$ kg. These are round model values and describe no particular material. Since $dq/dr=-\alpha q$, the derivatives are

$$\phi'=2D\alpha(q-q^2),\quad \phi''=2D\alpha^2(2q^2-q),\quad \phi'''=2D\alpha^3(q-4q^2).$$

At a 5 % stretch, $a=2.625\times10^{-10}$ m, the tension is $8.504\times10^{-10}$ N and the spring constants are

$$\kappa_T=\frac{8.504\times10^{-10}}{2.625\times10^{-10}}=3.24\ \text{N/m},\qquad \kappa_L=49.1\ \text{N/m}.$$

The ratio $a\phi''/\phi'$ is $49.1/3.24=15.2$. The two contributions to $\gamma_T$ are therefore

- growing tension: $-15.16/2=-7.58$;
- growing length: $+0.50$.

Their sum is $\gamma_T=-7.08$. Compared with the harmonic bond's $-10$, softening has added $+2.9$. The small-$\delta$ formula, with $g=-3\alpha K$, predicts $3\alpha r_0/4=2.8$ for this addition. For the longitudinal modes, $\phi'''=-2.592\times10^{12}$ N/m$^2$ gives

$$\gamma_L=\frac{2.625\times10^{-10}\times2.592\times10^{12}}{2\times49.1}=6.93.$$

Lengthen the chain by a further 1 %. The tension rises by the factor $9.707/8.504=1.141$, the length by 1.010, and the transverse frequencies by

$$\sqrt{1.141/1.010}-1=6.3\,\%.$$

The longitudinal frequencies fall by 6.8 %. The transverse rise is smaller than the 7.1 % suggested by the initial slope, because $|\gamma_T|$ shrinks quickly with stretch:

| Stretch | $\phi'/a$ (N/m) | $\gamma_T$ |
|---|---|---|
| 1 % | 0.84 | −47.2 |
| 2 % | 1.58 | −22.1 |
| 5 % | 3.24 | −7.08 |
| 10 % | 4.69 | −1.97 |
| 15 % | 5.12 | −0.20 |
| 17 % | 5.11 | +0.23 |

The numerical check checks these values of $\gamma_T$ against the vibrations of an eight-atom ring, found from numerical second differences of its full energy.

## Where the negative sign is lost

The last row of the table shows a chain that is under tension and yet has a positive $\gamma_T$. The derivative

$$\frac{d}{dr}\left(\frac{\phi'}{r}\right)=\frac1r\left(\phi''-\frac{\phi'}{r}\right)$$

vanishes where $\phi'/r$ has its maximum, and there $\gamma_T$ changes sign. For the Morse bond this happens at a stretch of 15.9 %.

The change must come before the inflection point of $\phi$. Just beyond $r_0$ the bracket is positive, because $\phi''$ is near $K$ and $\phi'$ is near zero. At the inflection point $\phi''=0$ while $\phi'>0$, so the bracket is negative. It must cross zero in between. Here the inflection lies at 18.5 %. In the window between the two stretches the chain is still harmonically stable against longitudinal motion, but expansion lowers its transverse frequencies.

At the other end, as $a$ approaches $r_0$ from above, $\gamma_T\to-\infty$. The frequency goes to zero as $\sqrt\delta$, so its slope $d\omega_T/da$ diverges as $1/\sqrt\delta$ and the fractional slope $\gamma_T$ as $1/\delta$. A finite extension still changes the frequency by a finite amount. At $a=r_0$ the harmonic transverse stiffness is absent and $\gamma_T$ is undefined.

For $a<r_0$ the bonds push, $\phi'<0$, and $\omega_T^2$ is negative: the straight chain buckles. At 2 % compression the lowest $m\omega_T^2$ of the eight-atom ring is $-8.2$ N/m. A Grueneisen parameter has no meaning there.

## Why such a vibration pulls the ends inward

The zigzag mode, $u_n=(-1)^nu(t)$, shows the mechanical effect directly. Neighbours differ by $d=2u$, so every bond has the same length

$$r=\sqrt{a^2+4u^2}\simeq a+\frac{2u^2}{a}.$$

The two bonds at each atom pull equally along the chain in opposite directions, so no longitudinal motion is set up. The pull along the axis is $\phi'(r)$ times the cosine $a/r\simeq1-2u^2/a^2$:

$$\phi'(r)\,\frac ar\simeq\phi'(a)+\left(\phi''-\frac{\phi'}{a}\right)\frac{2u^2}{a}.$$

Again there are two contributions. The vibration lengthens the bonds and so increases their tension. It also tilts them, so that less of the tension acts along the axis.

To express the average through the energy, note that there is one bond per atom, with potential energy $\phi'\,2u^2/a$ to this order. In harmonic motion its time average is half the vibrational energy $E$ per atom, so $2\langle u^2\rangle/a=E/(2\phi')$. The mean extra pull is

$$\Delta P=\left(\phi''-\frac{\phi'}{a}\right)\frac{E}{2\phi'}
=\frac Ea\cdot\frac12\left(\frac{a\phi''}{\phi'}-1\right)=-\gamma_T\frac Ea .$$

In the worked chain, an amplitude of 2 pm gives $E=2.594\times10^{-23}$ J. The lengthening of the bonds contributes $\phi''E/(2\phi')=7.49\times10^{-13}$ N and their tilt $-E/(2a)=-0.49\times10^{-13}$ N. The sum is $6.99\times10^{-13}$ N. Integrating the full nonlinear motion gives the same value within 0.2 % of the prediction.

If the external force is held fixed instead of the length, the spacing changes by a small $\Delta a$ until the mean pull again equals $\phi'(a)$:

$$\phi'(a)+\phi''\Delta a-\gamma_T\frac Ea=\phi'(a)
\quad\Rightarrow\quad \Delta a=\frac{\gamma_TE}{a\phi''}.$$

Here this is $-1.42\times10^{-14}$ m, or $-0.014$ pm: the vibrating chain contracts.

## Weighing transverse against longitudinal modes

The same force law holds for any harmonic mode with $k\neq0$. A quantum level $E_n=\hbar\omega(n+\tfrac12)$ changes with spacing as

$$\frac{dE_n}{da}=E_n\,\frac{d\ln\omega}{da}=-\frac{\gamma E_n}{a}.$$

At temperature $T$, the free energy $F=-k_BT\ln\sum_ne^{-E_n/k_BT}$ has as its derivative the thermal average of $dE_n/da$, which is $-\gamma\langle E\rangle/a$, with $\langle E\rangle$ the energy of the whole mode. The pull is the derivative with respect to the total length $Na$, so the mode adds $-\gamma\langle E\rangle/(Na)$. This is the zigzag law, with $\langle E\rangle/N$ as the energy per atom. Modes with negative $\gamma$ therefore favour contraction on heating, and modes with positive $\gamma$ favour expansion.

For each $k\neq0$ there are two transverse modes and one longitudinal mode. In the classical limit each has energy $k_BT$, and in the worked chain the balance is

$$2\gamma_T+\gamma_L=2(-7.08)+6.93=-7.2 .$$

The transverse modes win. At lower temperature they win by more in proportion than in the classical limit, because the thermal energy $\hbar\omega/(e^{\hbar\omega/k_BT}-1)$ is larger for the lower frequency, and at each $k$ that is the transverse one. Summed over $k$ in a long chain, the gain is bounded: as $T\to0$ only long waves are excited, and the thermal energy of one transverse branch tends to $\sqrt{\kappa_L/\kappa_T}=3.9$ times that of the longitudinal branch. The ratio is not monotonic: in the worked chain it peaks at about 4.3 near 30 K before settling to this limit. This comparison concerns the change with temperature; the zero-point energy $\hbar\omega/2$, which weights the higher longitudinal frequencies more, is left out of it. This conclusion belongs to the quasi-harmonic approximation, in which vibrations are harmonic at each spacing. It requires thermal changes of length to be small compared with the stretch $\delta$. In the worked chain this condition and the classical limit are not met together: the highest longitudinal mode has $\hbar\omega/k_B\approx480$ K, and at that temperature the quasi-harmonic contraction $7.2\,k_BT/(a\phi'')=3.7$ pm is already 30 % of $\delta$. A full classical average over unbroken bonds at fixed pull gives 2.4 pm, with the same sign but a smaller size.

## When other forces share the transverse stiffness

In a crystal, other forces, such as bond-angle forces, can also resist transverse motion. Suppose that at a given $ka$ they add a positive amount $B$ to $m\omega_T^2$, and that $B$ does not change with $a$. With $S=4\sin^2(ka/2)$,

$$m\omega_T^2=B+S\,\frac{\phi'}{a},\qquad
\gamma_T=-\frac{S\,(\phi''-\phi'/a)}{2\,(B+S\phi'/a)} ,$$

because $d(\phi'/a)/d\ln a=\phi''-\phi'/a$. A large constant $B$ dilutes the effect without changing its sign.

This form also covers a bond at its rest length. With $\phi'=0$, the parameter is $\gamma_T=-S\phi''/(2B)$, which is finite and negative. The bond need not be tense beforehand; it is enough that expansion makes it tense. If $B$ itself falls on expansion, it adds a positive contribution, and the sign of $\gamma_T$ depends on which change is larger. A constant $B$ is an idealisation. An angle spring of fixed constant gives $B\propto1/a^2$, because the bending angle is a displacement divided by $a$; at $\phi'=0$ this makes $\gamma_T=1-S\phi''/(2B)$, which turns positive once $B>S\phi''/2$.

## Computed results

```
Morse depth: 2.00e-19 J
Morse inverse range alpha: 1.50e+10 1/m
rest length r0: 2.500e-10 m
atomic mass m: 5.00e-26 kg
spacing a (5 % stretch): 2.6250e-10 m
tension phi'(a): 8.5044e-10 N
transverse spring phi'/a: 3.2398 N/m
longitudinal spring phi'': 49.099 N/m
third derivative phi''': -2.5922e+12 N/m^2
ratio a phi''/phi': 15.155 (no unit)
gamma_T, formula: -7.078 (no unit)
gamma_T, full energy: -7.077 (no unit)
gamma_L, formula: 6.929 (no unit)
top omega_T at a: 1.6099e+13 rad/s
top omega_T at 1.01 a: 1.7114e+13 rad/s
change of omega_T: +6.31 %
top omega_L at a: 6.2673e+13 rad/s
top omega_L at 1.01 a: 5.8386e+13 rad/s
change of omega_L: -6.84 %
tension at 1.01 a: 9.7067e-10 N
phi'/a at 1.01 a: 3.6612 N/m
stretch 1 %: phi'/a = 0.8424 N/m, gamma_T = -47.165
stretch 2 %: phi'/a = 1.5773 N/m, gamma_T = -22.143
stretch 5 %: phi'/a = 3.2398 N/m, gamma_T = -7.078
stretch 10 %: phi'/a = 4.6892 N/m, gamma_T = -1.971
stretch 15 %: phi'/a = 5.1158 N/m, gamma_T = -0.200
stretch 17 %: phi'/a = 5.1114 N/m, gamma_T = 0.234
gamma_T changes sign at a: 2.8966e-10 m
stretch at sign change: 15.86 %
inflection point of phi: 2.9621e-10 m
stretch at inflection: 18.48 %
lowest m omega_T^2 at 2 % compression: -8.223 N/m
harmonic bond constant K: 90.00 N/m
harmonic bond, 5 % stretch, gamma_T: -10.000
harmonic bond, largest |gamma_L|: 0.000
zero-rest-length spring, largest |gamma_T|: 0.000
zigzag amplitude u: 2.00e-12 m
vibrational energy per atom E: 2.5939e-23 J
extra mean pull, full motion: 6.9863e-13 N
extra mean pull, -gamma_T E/a: 6.9939e-13 N
spacing change at fixed force, full motion: -1.4237e-14 m
spacing change, gamma_T E/(a phi''): -1.4244e-14 m
```
